# Amorphization dose from a critical deposited energy density

## Problem

An ion beam strikes a crystalline semiconductor. Each ion gives 20 keV to atomic collisions within the first 100 nm below the surface. The crystal is taken to turn amorphous wherever the collisional energy deposited by all ions together reaches $6\times10^{23}$ eV/cm³.

(a) Find the dose, in ions per cm², at which the layer turns amorphous if the energy is spread evenly over its depth and no damage heals.

(b) Suppose the energy is not spread evenly in depth. What does the dose found in (a) then mean?

(c) Ions arrive at random places. Estimate how much the threshold dose varies from point to point if the damage of one ion has a Gaussian lateral spread of 5 nm.

(d) Take the target to be a silicon wafer 0.775 mm thick, held at 173 K and implanted with 35 keV silicon ions. Estimate the beam heating without cooling, the depth lost by sputtering and the concentration of added atoms. Do they upset the answer to (a)?

Dose means the number of ions that have entered per unit surface area. The symbols are $W_c$ for the critical energy density, $E_d$ for the collisional energy per ion, $L$ for the layer thickness and $D$ for the dose.

## Hints

1. Consider a column of the layer with unit surface area. How much energy must it receive, and how much does each ion bring? Put the thickness in cm before combining it with eV/cm³.

2. For an uneven deposit, write the threshold condition at a single depth. Then compare the smallest, mean and largest deposits per unit depth.

3. For random arrival, divide the surface into small cells. The numbers of ions in different cells are independent, and each has a variance equal to its mean. Variances of independent contributions add.

4. For the heating, use the full ion energy. Energy given to electrons does not count as collisional damage in this model, but it does warm the wafer.

## Full solution

### (a) Uniform deposition

Let $F$ be the collisional energy left by one ion per unit depth. For an even spread,

$$F=\frac{E_d}{L}=\frac{2.0\times10^{4}\ \text{eV}}{1.0\times10^{-5}\ \text{cm}}=2.0\times10^{9}\ \text{eV/cm}.$$

A dose $D$ brings $D$ ions through each unit of area. If their damage regions overlap well enough to be averaged over the surface, the energy per unit volume is

$$W=DF=\frac{DE_d}{L}.$$

The units agree: ions/cm² times eV/cm per ion gives eV/cm³. At threshold $W=W_c$. Calling the threshold dose $D_0$ and multiplying both sides by $L/E_d$ gives

$$D_0=\frac{W_cL}{E_d}.$$

The numerator is the energy that each unit of area must receive:

$$W_cL=(6\times10^{23})(1.0\times10^{-5})=6\times10^{18}\ \text{eV/cm}^2.$$

Division by the energy per ion gives

$$D_0=\frac{6\times10^{18}}{2.0\times10^{4}}=3\times10^{14}\ \text{ions/cm}^2,$$

or 3 ions/nm².

The dose is proportional to $W_c$, so a 10 % error in the critical density causes a 10 % error in the dose. It falls as $1/E_d$ at fixed $L$: an ion that loses more energy in collisions within the same layer needs fewer companions. At fixed $E_d$ it grows with $L$, because the same energy is diluted over a greater depth.

The energy $E_d$ must be the collisional part. In part (d) the ion carries 35 keV, of which about 20 keV goes into collisions. Putting the full 35 keV into the formula would make the dose too small by the factor $20/35$.

For silicon, with $4.994\times10^{22}$ atoms/cm³, the critical density corresponds to

$$\frac{6\times10^{23}}{4.994\times10^{22}}\approx 12\ \text{eV per atom}.$$

This is the energy delivered over the whole implant. It is not the energy stored in the amorphous material, since much of what is delivered ends as heat.

### (b) Uneven deposition

Let $F(z)$ be the energy deposited per unit depth at depth $z$, with the same total within the layer:

$$\int_0^L F(z)\,dz=E_d.$$

Assume that this profile keeps its shape as the dose grows. The density at depth $z$ is then $DF(z)$, and that depth turns amorphous at its own threshold dose

$$D_c(z)=\frac{W_c}{F(z)}.$$

The first amorphous material appears where $F$ is largest, and the last crystalline material disappears where $F$ is smallest:

$$D_{\text{onset}}=\frac{W_c}{F_{\max}},\qquad D_{\text{full}}=\frac{W_c}{F_{\min}}.$$

Since $F_{\min}\le F(z)\le F_{\max}$, integration over the layer gives

$$F_{\min}L\le E_d\le F_{\max}L.$$

Divide by $L$, take reciprocals, which reverses the inequalities for positive quantities, and multiply by $W_c$:

$$\frac{W_c}{F_{\max}}\le\frac{W_cL}{E_d}\le\frac{W_c}{F_{\min}},
\qquad\text{that is}\qquad
D_{\text{onset}}\le D_0\le D_{\text{full}}.$$

For an uneven profile, $D_0$ is therefore the dose at which the depth average of the energy density reaches $W_c$. Some of the layer is already amorphous by then and some is still crystalline. Within this model, no redistribution of the same 20 keV can make the full 100 nm amorphous below $D_0$. Energy deposited above $W_c$ at one depth does not help another depth that is still below it.

### (c) Random arrival

Return to the even depth profile, but let each ion spread its energy sideways. At lateral distance $r$ from its track, one ion contributes the energy density

$$w(r)=\frac{F}{2\pi s^2}\,e^{-r^2/(2s^2)},\qquad s=5\ \text{nm}.$$

The prefactor makes the integral over the surface equal to $F$:

$$\int_0^\infty w(r)\,2\pi r\,dr
=\frac{F}{s^2}\int_0^\infty r\,e^{-r^2/(2s^2)}dr
=\frac{F}{s^2}\,s^2=F.$$

Now fix a point and divide the surface around it into small cells of area $a$. A cell at distance $r$ receives a random number of ions with mean $Da$ and variance $Da$. Each of these ions adds $w(r)$ at the chosen point. The cell thus contributes a mean $Da\,w$ and a variance $Da\,w^2$. Summing over cells and letting $a$ become small gives

$$\langle W\rangle=D\int w\,d^2r=DF,\qquad
\operatorname{Var}W=D\int w^2\,d^2r.$$

The mean is that of part (a). For the variance,

$$\int w^2d^2r=\frac{F^2}{4\pi^2s^4}\int_0^\infty e^{-r^2/s^2}\,2\pi r\,dr
=\frac{F^2}{4\pi^2s^4}\,\pi s^2=\frac{F^2}{4\pi s^2}.$$

The relative standard deviation at fixed dose is the square root of the variance divided by the mean:

$$\frac{\sqrt{\operatorname{Var}W}}{\langle W\rangle}
=\frac{F\sqrt{D/(4\pi s^2)}}{DF}=\frac{1}{\sqrt{4\pi s^2D}}.$$

A point whose energy density runs a small fraction ahead of the mean reaches threshold at a dose smaller by nearly the same fraction. To leading order, the relative spread of the threshold dose is therefore this expression at $D=D_0$:

$$\frac{1}{\sqrt{4\pi(5\ \text{nm})^2(3\ \text{nm}^{-2})}}=\frac{1}{\sqrt{942}}\approx3.3\,\%.$$

A direct simulation tests both the mean and the spread. Ions were placed at random, and their contributions at one point were added until $W_c$ was reached. Over 400 such sequences the mean threshold was $3.004\times10^{14}$ ions/cm² and the relative spread was 3.2 %. With 400 samples, the mean carries a statistical error of about $3.2\,\%/\sqrt{400}=0.16\,\%$, so its difference from $D_0$ is not significant.

The average over the surface is justified here because $4\pi s^2D_0$ is large. It fails when this number is near one or below, as for narrow damage regions from ions that each deposit very much energy. The crystal then fills with separate amorphous pockets, and a uniform energy density is a poor description. Real ions also differ from one another in where they leave their energy. If $w(r)$ is read as the average over many ions, such variation makes the mean of the squared deposit larger than $w^2$, and the estimate of 3.3 % is then too low. Where collisions cluster in small regions, the part left out can exceed the estimate itself, and the spread then depends on the volume over which the energy is averaged, growing as that volume shrinks. The width of 5 nm is a model input. For the implant of part (d), the damage averaged over many ions spreads more widely, so 3.3 % is a result of the model and not a prediction for that implant.

### (d) Heating, surface loss and added atoms

The beam brings the full ion energy to the wafer. Converting eV to J,

$$q=(3\times10^{14})(3.5\times10^4)(1.602\times10^{-19})=1.68\ \text{J/cm}^2.$$

The temperature rise needs the thermal energy density $u(T)$ of the wafer. In the Debye model, $n$ atoms per unit volume have $3n$ vibrational modes, distributed in angular frequency as $9n\omega^2/\omega_D^3$ up to the cutoff $\omega_D$. Leaving out the constant zero-point energy,

$$u(T)=\int_0^{\omega_D}\frac{9n\omega^2}{\omega_D^3}\,
\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,d\omega.$$

Substitute $x=\hbar\omega/kT$ and define the Debye temperature by $k\Theta=\hbar\omega_D$. The factor $\hbar\omega^3d\omega$ becomes $\hbar(kT/\hbar)^4x^3dx$, and division by $\omega_D^3$ leaves $kT(T/\Theta)^3$:

$$u(T)=9nkT\left(\frac{T}{\Theta}\right)^3\int_0^{\Theta/T}\frac{x^3}{e^x-1}\,dx.$$

For a wafer of thickness $h$ that loses no heat, the rise $\Delta T$ follows from

$$h\,[u(T+\Delta T)-u(T)]=q.$$

With the rough value $\Theta=640$ K, numerical solution gives $\Delta T\approx18$ K from a start at 173 K. This is the rise without cooling; a wafer clamped to a cold support warms less. Whether it matters depends on how fast damage heals, which the second variation treats.

If each ion removes about one surface atom, a rough sputter yield, the lost depth is

$$\frac{D_0}{n}=\frac{3\times10^{14}}{4.994\times10^{22}}\ \text{cm}\approx0.06\ \text{nm}.$$

This is negligible beside 100 nm. If all ions stop in the layer, the mean concentration of added atoms is

$$\frac{D_0}{L}=\frac{3\times10^{14}}{1.0\times10^{-5}}=3\times10^{19}\ \text{cm}^{-3},$$

or 0.06 % of the host atoms. Neither effect changes the threshold noticeably in this model.

### How the model compares with real silicon

The numbers correspond roughly to cold pre-amorphization of silicon with silicon ions. A critical density of $6\times10^{23}$ eV/cm³ is of the size used for silicon at low temperature, but it is a fitted model quantity that can depend on ion mass, temperature and beam current. The division of 35 keV into about 20 keV for collisions and the rest mainly for electrons is also rough. One significant figure is therefore all that $D_0$ deserves as a process estimate. Real implants also break the assumption of even deposition in depth: collisional damage has a peak and a tail. The first variation finds how far this moves the dose.

## Variation 1: a peaked damage profile

**Question.** Keep $E_d=20$ keV within the 100 nm layer, but let the deposit follow a Gaussian with its peak at $z_p=40$ nm and standard deviation $\sigma=25$ nm. These are rough values for the implant of part (d). At what doses does amorphization begin and reach the whole layer? What is amorphous at $D_0$?

**Solution.** Write $F(z)=F_{\max}e^{-(z-z_p)^2/(2\sigma^2)}$ for $0\le z\le L$. The area under the complete Gaussian is $\sqrt{2\pi}\,\sigma F_{\max}$, and the fraction of it inside the layer is

$$P=\frac12\left[\operatorname{erf}\frac{L-z_p}{\sqrt2\,\sigma}
+\operatorname{erf}\frac{z_p}{\sqrt2\,\sigma}\right]=0.937.$$

Requiring $\sqrt{2\pi}\,\sigma PF_{\max}=E_d$ and dividing $F_{\max}$ by the mean deposit $E_d/L$ gives

$$R=\frac{F_{\max}}{E_d/L}=\frac{L}{\sqrt{2\pi}\,\sigma P}
=\frac{100}{(2.507)(25)(0.937)}=1.70.$$

Amorphization begins at the peak, at the dose

$$D_{\text{onset}}=\frac{D_0}{R}=1.76\times10^{14}\ \text{ions/cm}^2.$$

The smallest deposit is at the deep edge, 60 nm from the peak. Relative to the mean it is

$$R\,e^{-60^2/(2\cdot25^2)}=1.703\,e^{-2.88}=0.0956,$$

so that

$$D_{\text{full}}=\frac{D_0}{0.0956}=3.1\times10^{15}\ \text{ions/cm}^2.$$

The whole layer thus needs about ten times $D_0$. The deep edge receives about a tenth of the mean deposit, and the surplus near the peak cannot make up for it.

At $D=D_0$, a depth is amorphous if its deposit is at least the mean:

$$R\,e^{-(z-z_p)^2/(2\sigma^2)}\ge1.$$

Taking logarithms and rearranging gives

$$(z-z_p)^2\le2\sigma^2\ln R,\qquad |z-z_p|\le\sigma\sqrt{2\ln R}=25.8\ \text{nm}.$$

The amorphous band runs from about 14 to 66 nm. It is 52 nm thick and lies under a crystalline surface layer. The dose that amorphizes 100 nm under even deposition here amorphizes about half that thickness.

These results were tested by adding dose in steps of $10^{12}$ ions/cm² to a grid of 2000 depth cells. The first cell turned amorphous at $1.77\times10^{14}$ ions/cm² and the last at $3.13\times10^{15}$ ions/cm², and the band at $D_0$ was 51.6 nm thick.

For a very broad profile, $\sigma\gg L$, the error functions may be replaced by their linear terms, $\operatorname{erf}x\approx2x/\sqrt\pi$. Then $P\approx L/(\sqrt{2\pi}\,\sigma)$ and $R\to1$. The deposit at both edges also approaches the mean, so the onset and full-layer doses merge at $D_0$. In the other direction, the value of $D_{\text{full}}$ depends strongly on the far tail, where a Gaussian is a doubtful description of a real damage profile. The factor of ten is an indication of size, not a design value. It also requires a cooled wafer: ten times the dose brings ten times the heat, enough to warm the uncooled wafer of part (d) by more than 100 K, and damage may then heal during the implant.

## Variation 2: healing during the implant

**Question.** Return to even deposition. Let damage heal at a rate $1/\tau=\nu e^{-E_a/kT}$, with round model parameters $E_a=0.85$ eV and $\nu=10^{13}$ s⁻¹. The beam of singly charged ions has a steady current density of 10 µA/cm². How does the threshold dose change at 173 K and at 300 K, and is there a temperature above which the layer does not turn amorphous?

**Solution.** Let $W$ now denote the surviving damage, expressed as the deposited energy density that would produce it without healing. With ion flux $\varphi$,

$$\frac{dW}{dt}=\varphi F-\frac{W}{\tau},\qquad W(0)=0.$$

At constant temperature the solution is

$$W(t)=\varphi F\tau\left(1-e^{-t/\tau}\right).$$

Its derivative is $\varphi Fe^{-t/\tau}$, which equals $\varphi F-W/\tau$, as required. Set $W=W_c$, divide by $\varphi F\tau$ and use $W_c/F=D_0$. With $t_0=D_0/\varphi$, the implant time without healing,

$$\frac{t_0}{\tau}=1-e^{-t/\tau}
\quad\Longrightarrow\quad
t=-\tau\ln\left(1-\frac{t_0}{\tau}\right).$$

The threshold dose is $D=\varphi t$:

$$D=-\varphi\tau\ln\left(1-\frac{t_0}{\tau}\right).$$

For slow healing, $-\ln(1-y)\approx y+y^2/2$ with $y=t_0/\tau$ gives $D\approx D_0(1+t_0/2\tau)$, which returns to $D_0$ as $\tau\to\infty$. A finite threshold dose requires $t_0<\tau$. Otherwise the damage levels off at or below $W_c$ and does not reach it in a finite time.

The flux is the current density divided by the elementary charge:

$$\varphi=\frac{10^{-5}}{1.602\times10^{-19}}=6.24\times10^{13}\ \text{ions/(cm}^2\,\text{s)},
\qquad t_0=\frac{3\times10^{14}}{6.24\times10^{13}}=4.81\ \text{s}.$$

At 173 K the ratio $t_0/\tau$ is $8\times10^{-12}$. Even after the uncooled rise of 18 K from part (d) it is $2\times10^{-9}$. Within this model, neither healing nor heating alters $D_0$ for the cold implant. This conclusion rests on the chosen barrier. The condition $t_0/\tau=1$ is met at $E_a=kT\ln(\nu t_0)$, which is about 0.47 eV at 173 K and 0.52 eV at 191 K. Damage that heals with a barrier of this size or lower, as isolated point defects in silicon can, would not be frozen at these temperatures.

At 300 K, $t_0/\tau=0.253$, and

$$D=D_0\,\frac{-\ln(1-0.253)}{0.253}\approx3.5\times10^{14}\ \text{ions/cm}^2,$$

which is 15 % above $D_0$. The ceiling temperature $T_m$ follows from $t_0/\tau=1$:

$$\nu t_0e^{-E_a/kT_m}=1
\quad\Longrightarrow\quad
T_m=\frac{E_a}{k\ln(\nu t_0)}\approx313\ \text{K}.$$

Numerical integration of the rate equation reached $W_c$ at 1 K below this ceiling and did not reach it at 1 K above, within a time of $100\,t_0$.

The room-temperature result is fragile. Without cooling, the dose $D_0$ would warm a wafer from 300 K by about 13 K, almost to the ceiling, and the larger dose needed at 300 K would bring still more heat. The 15 % increase therefore holds only for a wafer kept at 300 K. In this model, an uncooled wafer that starts at 300 K passes the ceiling before the damage reaches $W_c$ and does not turn amorphous. A higher flux shortens $t_0$ and raises $T_m$ at fixed wafer temperature, but it also heats the wafer faster.

Real silicon has many defect reactions with different barriers, so the value of 313 K reflects the chosen model parameters and is not a prediction for real silicon. The model does show why a dose calculated without healing suits a cold wafer better than one at room temperature. The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
INPUTS
critical energy density: 6.00e+23 eV/cm3
collisional energy per ion: 20.0 keV
layer thickness: 100 nm
ion energy (rough): 35 keV
damage peak depth (rough): 40 nm
damage profile sigma (rough): 25 nm
lateral spread (rough): 5 nm
beam current density: 10 uA/cm2
wafer thickness: 0.775 mm
Debye temperature (rough): 640 K
wafer temperature: 173 K
comparison temperature: 300 K
healing barrier (model): 0.85 eV
healing attempt rate (model): 1.0e+13 1/s
sputter yield (rough): 1 atom per ion
UNIFORM DEPOSITION
energy per ion and depth: 2.00e+09 eV/cm
threshold dose D0: 3.000e+14 ions/cm2
threshold dose D0, converted: 3.000 ions/nm2
silicon atomic density: 4.994e+22 atoms/cm3
critical energy per atom: 12.01 eV
RANDOM ARRIVAL
simulated mean threshold: 3.004e+14 ions/cm2
simulated relative spread: 3.19 %
relative spread, formula: 3.26 %
GAUSSIAN DEPTH PROFILE
profile fraction inside layer: 0.9370
peak / mean deposition: 1.703
deep edge / mean deposition: 0.0956
onset dose, formula: 1.762e+14 ions/cm2
onset dose, stepped grid: 1.770e+14 ions/cm2
full-layer dose, formula: 3.138e+15 ions/cm2
full-layer dose, stepped grid: 3.131e+15 ions/cm2
amorphous band at D0, top: 14.2 nm
amorphous band at D0, bottom: 65.8 nm
band width at D0, formula: 51.6 nm
band width at D0, stepped grid: 51.6 nm
HEALING, HEATING AND SURFACE LOSS
ion flux: 6.242e+13 ions/(cm2 s)
implant time t0 for D0: 4.81 s
t0/tau at wafer temperature: 8.3e-12
t0/tau after uncooled heating: 1.9e-09
t0/tau at 300 K: 0.253
threshold dose at 300 K: 3.458e+14 ions/cm2
ceiling temperature: 313.1 K
beam heat per area: 1.68 J/cm2
uncooled rise from wafer temperature: 18.2 K
uncooled rise from 300 K: 12.9 K
sputtered depth: 0.060 nm
mean density of added atoms: 3.00e+19 atoms/cm3
added atoms / host atoms: 0.060 %
```
